# Arrhenius Storage Lifetimes with the Full Fit Covariance: test program

```python
"""
Result under test: for a least-squares Arrhenius line ln k = ln A - E*x,
x = 1/(kB*T), the log of the storage lifetime at x0 has the variance
    sigma^2 * (1/n + (x0 - xbar)^2 / S),   S = sum (x_i - xbar)^2,
and dropping the covariance of ln A and E adds 2*x0*xbar*sigma^2/S.
Symbols: k rate constant (1/s), E activation energy (eV), A prefactor (1/s),
x inverse thermal energy (1/eV), sigma scatter of ln k, n number of tests,
f permitted fractional loss, lifetime = time to lose the fraction f.
All rate data are simulated from round model parameters.
"""
import numpy as np
from scipy import constants, stats
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

kB = constants.k / constants.e
day = constants.day
rng = np.random.default_rng(2024)

# Model parameters and test plan
E_true, A_true, sigma = 1.15, 1.0e10, 0.10
T_test = np.arange(360.0, 411.0, 10.0)
T_store, loss = 298.0, 0.01
x = 1 / (kB * T_test)
x0 = 1 / (kB * T_store)
n = len(x)
xbar = x.mean()
S = np.sum((x - xbar) ** 2)


def fit_weights(reference=0.0):
    """Rows: response of the intercept and of E to each measured ln k."""
    design = np.column_stack([np.ones(n), -(x - reference)])
    return np.linalg.pinv(design)


def unit_variances(reference=0.0):
    """Variance of ln lifetime for sigma = 1, with and without covariance."""
    weights = fit_weights(reference)
    gradient = np.array([-1.0, x0 - reference])
    full = np.sum((gradient @ weights) ** 2)
    naive = np.sum(gradient ** 2 * np.sum(weights ** 2, axis=1))
    return full, naive


# Lifetime from the rate law, by quadrature over the lost fraction p
def scaled_life(autocatalysis):
    return quad(lambda p: 1 / ((1 - p) * (1 + autocatalysis * p)), 0, loss)[0]


log_loss = np.log(-np.log(1 - loss))
assert abs(np.log(scaled_life(0.0)) - log_loss) < 1e-10

# Closed formulas against the response of the fit to each datum
W = fit_weights()
v_full = 1 / n + (x0 - xbar) ** 2 / S
v_naive = v_full + 2 * x0 * xbar / S
full_direct, naive_direct = unit_variances()
assert np.isclose(full_direct, v_full, rtol=1e-8)
assert np.isclose(naive_direct, v_naive, rtol=1e-8)
C_unit = np.array([[1 / n + xbar ** 2 / S, xbar / S], [xbar / S, 1 / S]])
assert np.allclose(W @ W.T, C_unit, rtol=1e-8)

# Dependence on the reference point of the intercept
for ref in (0.0, 20.0, xbar, 33.0, x0, 45.0):
    full_ref, naive_ref = unit_variances(ref)
    assert np.isclose(full_ref, v_full, rtol=1e-8)
    excess = 2 * (x0 - ref) * (xbar - ref) / S
    assert np.isclose(naive_ref - full_ref, excess, rtol=1e-7, atol=1e-8)
search = minimize_scalar(lambda r: unit_variances(r)[1],
                         bounds=(xbar - 5, x0 + 5), method="bounded")
x_mid = (x0 + xbar) / 2
v_mid = 1 / n + (x0 - xbar) ** 2 / (2 * S)
assert abs(search.x - x_mid) < 1e-3
assert np.isclose(search.fun, v_mid, rtol=1e-6)

# Repeated simulated experiments
repeats = 200000
lnk_true = np.log(A_true) - E_true * x
loglife_true = log_loss - np.log(A_true) + E_true * x0
y = lnk_true + sigma * rng.standard_normal((repeats, n))
lnA_r, E_r = (y @ W.T).T
residual = y - (lnA_r[:, None] - E_r[:, None] * x)
s_r = np.sqrt(np.sum(residual ** 2, axis=1) / (n - 2))
loglife_r = log_loss - lnA_r + E_r * x0
sd_sim = loglife_r.std()
sd_shuffled = (log_loss - lnA_r + rng.permutation(E_r) * x0).std()
assert np.allclose(np.cov(lnA_r, E_r), sigma ** 2 * C_unit, rtol=0.02)
assert np.isclose(sd_sim, sigma * np.sqrt(v_full), rtol=0.01)
assert np.isclose(sd_shuffled, sigma * np.sqrt(v_naive), rtol=0.01)
mean_ratio = np.mean(np.exp(loglife_r - loglife_true))
mean_formula = np.exp(sigma ** 2 * v_full / 2)
assert abs(mean_ratio - mean_formula) < 0.005

# Coverage of nominal 95 % intervals with the scatter estimated from the fit
q = stats.t.ppf(0.975, n - 2)
q_one = stats.t.ppf(0.95, n - 2)
coverage = []
for v in (v_full, v_naive, v_mid):
    inside = np.abs(loglife_r - loglife_true) < q * s_r * np.sqrt(v)
    expected = 2 * stats.t.cdf(q * np.sqrt(v / v_full), n - 2) - 1
    coverage.append(inside.mean())
    assert abs(coverage[-1] - expected) < 0.004
ratio = np.sqrt(v_naive / v_full)
assert ratio > 5

# One data set, rounded as printed, analysed as in practice
lnk = np.round(lnk_true + sigma * rng.standard_normal(n), 3)
lnA_fit, E_fit = W @ lnk
s = np.sqrt(np.sum((lnk - lnA_fit + E_fit * x) ** 2) / (n - 2))
C = s ** 2 * np.linalg.inv(np.array([[n, -x.sum()], [-x.sum(), x @ x]]))
sd_lnA, sd_E = np.sqrt(np.diag(C))
term_A, term_E, term_cov = C[0, 0], x0 ** 2 * C[1, 1], 2 * x0 * C[0, 1]
sd_full = np.sqrt(term_A + term_E - term_cov)
sd_naive = np.sqrt(term_A + term_E)
assert np.isclose(sd_full, s * np.sqrt(v_full), rtol=1e-6)
life = np.exp(log_loss - lnA_fit + E_fit * x0) / day


# Effects outside the model: factor = true lifetime / predicted lifetime
def model(T):
    return lnA_fit - E_fit / (kB * T)


def life_factor(lnk_tests, lnk_store):
    intercept, energy = W @ lnk_tests
    return np.exp(intercept - energy * x0 - lnk_store)


warm = np.exp(model(T_store) - model(T_store + 2))
phase = 2 * np.pi * np.arange(400) / 400
swing = 1 / np.mean(np.exp(model(T_store + 5 * np.sin(phase))
                           - model(T_store)))
thermometer = life_factor(model(T_test - 1), model(T_store))
power = [life_factor(model(T_test) + m * np.log(T_test / 385),
                     model(T_store) + m * np.log(T_store / 385))
         for m in (1, 10)]
autocat = scaled_life(20.0) / scaled_life(0.0)
E_weak, share = 0.70, 0.02


def two_channels(T):
    gap = (E_fit - E_weak) * (1 / (kB * T) - 1 / (kB * 385))
    return model(T) + np.log1p(share * np.exp(gap))


hidden = two_channels(T_test)
weak = life_factor(hidden, two_channels(T_store))
p_hidden = W @ hidden
misfit = np.max(np.abs(hidden - p_hidden[0] + p_hidden[1] * x))
assert misfit < sigma / 5 and weak < 0.8

print(f"model: E = {E_true:.2f} eV, A = {A_true:.1e} 1/s")
print(f"model scatter of ln k = {sigma:.2f}; permitted loss = {loss:.2f}")
print(f"storage temperature = {T_store:.0f} K, x0 = {x0:.4f} 1/eV")
for Ti, xi, yi in zip(T_test, x, lnk):
    print(f"T = {Ti:.0f} K, x = {xi:.4f} 1/eV, ln(k s) = {yi:.3f}")
print(f"n = {n}, xbar = {xbar:.4f} 1/eV, S = {S:.4f} 1/eV^2")
print(f"variance factor, full = {v_full:.4f}, naive = {v_naive:.3f}")
print(f"naive/full standard deviation = {ratio:.3f}")
print(f"worst reference point x = {x_mid:.3f} 1/eV")
print(f"naive/full sd at that point = {np.sqrt(v_mid / v_full):.4f}")
print(f"simulated sd of ln life (sigma known) = {sd_sim:.4f}")
print(f"same with E shuffled = {sd_shuffled:.4f}")
print(f"mean/true lifetime: simulated {mean_ratio:.4f}")
print(f"mean/true lifetime: formula {mean_formula:.4f}")
print(f"coverage of 95 % interval, full = {coverage[0]:.4f}")
print(f"coverage, naive = {coverage[1]:.5f}")
print(f"coverage, naive at worst reference = {coverage[2]:.4f}")
print(f"fit: ln(A s) = {lnA_fit:.4f}, sd {sd_lnA:.4f}")
print(f"fit: E = {E_fit:.5f} eV, sd {sd_E:.5f} eV")
print(f"fit: residual scatter s = {s:.5f}")
print(f"covariance of ln A and E = {C[0, 1]:.6f} eV")
print(f"correlation of ln A and E = {C[0, 1] / (sd_lnA * sd_E):.6f}")
print(f"Var ln A = {term_A:.5f}, x0^2 Var E = {term_E:.5f}")
print(f"2 x0 Cov = {term_cov:.5f}")
print(f"sd of ln life: full {sd_full:.4f}, naive {sd_naive:.4f}")
print(f"Student t: two-sided {q:.4f}, one-sided {q_one:.4f}")
print(f"predicted lifetime = {life:.1f} days")
print(f"true model lifetime = {np.exp(loglife_true) / day:.1f} days")
for name, sd in (("full", sd_full), ("naive", sd_naive)):
    low, high = life * np.exp(-q * sd), life * np.exp(q * sd)
    print(f"95 % limits, {name}: {low:.2f} to {high:.1f} days")
    print(f"one-sided 95 % lower limit, {name}: "
          f"{life * np.exp(-q_one * sd):.2f} days")
print("neglected effects, true/predicted lifetime:")
print(f"store 2 K warmer: {warm:.3f}")
print(f"daily swing of amplitude 5 K: {swing:.3f}")
print(f"test thermometer reads 1 K high: {thermometer:.3f}")
print(f"prefactor proportional to T: {power[0]:.3f}")
print(f"prefactor proportional to T^10: {power[1]:.3f}")
print(f"autocatalysis, rate times (1 + 20 p): {autocat:.3f}")
print(f"weak channel, {E_weak:.2f} eV, {share:.2f} of main rate at 385 K: "
      f"{weak:.3f}")
print(f"largest misfit of ln k from weak channel = {misfit:.4f}")
print("every check passed")
```

Output:

```
model: E = 1.15 eV, A = 1.0e+10 1/s
model scatter of ln k = 0.10; permitted loss = 0.01
storage temperature = 298 K, x0 = 38.9413 1/eV
T = 360 K, x = 32.2348 1/eV, ln(k s) = -14.213
T = 370 K, x = 31.3636 1/eV, ln(k s) = -12.979
T = 380 K, x = 30.5382 1/eV, ln(k s) = -12.337
T = 390 K, x = 29.7552 1/eV, ln(k s) = -11.281
T = 400 K, x = 29.0113 1/eV, ln(k s) = -10.279
T = 410 K, x = 28.3037 1/eV, ln(k s) = -9.633
n = 6, xbar = 30.2011 1/eV, S = 10.8154 1/eV^2
variance factor, full = 7.2299, naive = 224.711
naive/full standard deviation = 5.575
worst reference point x = 34.571 1/eV
naive/full sd at that point = 0.7152
simulated sd of ln life (sigma known) = 0.2700
same with E shuffled = 1.5069
mean/true lifetime: simulated 1.0374
mean/true lifetime: formula 1.0368
coverage of 95 % interval, full = 0.9494
coverage, naive = 0.99989
coverage, naive at worst reference = 0.8808
fit: ln(A s) = 23.4299, sd 1.2376
fit: E = 1.16608 eV, sd 0.04094 eV
fit: residual scatter s = 0.13463
covariance of ln A and E = 0.050613 eV
correlation of ln A and E = 0.999013
Var ln A = 1.53160, x0^2 Var E = 2.54135
2 x0 Cov = 3.94191
sd of ln life: full 0.3620, naive 2.0182
Student t: two-sided 2.7764, one-sided 2.1318
predicted lifetime = 408.3 days
true model lifetime = 326.9 days
95 % limits, full: 149.43 to 1115.4 days
one-sided 95 % lower limit, full: 188.70 days
95 % limits, naive: 1.50 to 110769.2 days
one-sided 95 % lower limit, naive: 5.53 days
neglected effects, true/predicted lifetime:
store 2 K warmer: 0.739
daily swing of amplitude 5 K: 0.875
test thermometer reads 1 K high: 0.865
prefactor proportional to T: 0.967
prefactor proportional to T^10: 0.712
autocatalysis, rate times (1 + 20 p): 0.911
weak channel, 0.70 eV, 0.02 of main rate at 385 K: 0.510
largest misfit of ln k from weak channel = 0.0054
every check passed
```
